# The no-go theorem for a zero-frequency lower polariton

## Result

Many identical molecules share one cavity mode of frequency \(\omega_c\). Their collective transitions have frequencies \(\omega_k\) and couple to the mode with strengths \(G_k\). The square of the vector potential adds a term \(\hbar D(a+a^\dagger)^2\). The oscillator strength sum rule fixes its coefficient:

\[
D=\sum_k\frac{G_k^2}{\omega_k}\;\ge\;\frac{G_1^2}{\omega_1}.
\]

As a consequence, the lower polariton frequency \(\Omega_-\) obeys

\[
\boxed{\;\frac{1}{\Omega_-^2}\le\frac{1}{\omega_1^2}+\frac{\varepsilon(0)}{\omega_c^2}\;},\qquad
\varepsilon(0)=1+\omega_p^2\sum_k\frac{f_k}{\omega_k^2}.
\]

Here \(\omega_1>0\) is the lowest dipole-active transition frequency, \(f_k\) are oscillator strengths with \(\sum_kf_k=1\), and \(\omega_p\) is the plasma frequency of the electrons. The right side is finite at every finite density, so \(\Omega_->0\). The frequency may tend to zero as the density grows without limit, but it does not reach zero. This holds for the model defined below, which leaves out direct forces between molecules; in a real dense ensemble those forces can soften the mode on their own.

## The model and its assumptions

Each of the \(N\) molecules has clamped nuclei and \(n_e\) electrons of charge \(-e\) and mass \(m\). The electrons move in a local potential, and their mutual repulsion within a molecule is included. The ground state is nondegenerate, with a real wavefunction. There are no direct forces between molecules.

The Coulomb gauge is used, with a field that is uniform over the sample and has a fixed polarization:

\[
A=A_0(a+a^\dagger),\qquad A_0^2=\frac{\hbar}{2\varepsilon_0V\omega_c},
\]

where \(V\) is the mode volume. For each molecule let \(P\) and \(X\) be the sums of the electron momenta and coordinates along the polarization. Since \(A\) is uniform, it commutes with every electron momentum \(p\), and

\[
\frac{(p+eA)^2}{2m}=\frac{p^2}{2m}+\frac{e}{m}Ap+\frac{e^2A^2}{2m}.
\]

Summing over all electrons gives

\[
H=\hbar\omega_ca^\dagger a+\sum_{j=1}^N h_j+\frac{e}{m}A\sum_{j=1}^N P_j+\hbar D(a+a^\dagger)^2,
\qquad \hbar D=\frac{Nn_ee^2A_0^2}{2m},
\]

where \(h_j\) is the Hamiltonian of molecule \(j\) without the field. The last two terms come from the same square, so \(D\) cannot be chosen independently of the coupling. Inserting \(A_0^2\) gives

\[
4D\omega_c=\frac{Nn_ee^2}{\varepsilon_0mV}\equiv\omega_p^2 .
\]

## Collective transitions

Let \(|0\rangle\) be the molecular ground state and \(|k\rangle\) the excited states, with energies \(\hbar\omega_k\) above it. For a real ground state \(P_{00}=0\): for each electron coordinate, the integral of \(\psi\,\partial\psi=\tfrac12\partial(\psi^2)\) vanishes. The field therefore exerts no linear force on the unexcited ensemble.

Define the collective operators

\[
b_k^\dagger=\frac1{\sqrt N}\sum_j|k\rangle_j\langle0|_j .
\]

Their commutator is

\[
[b_k,b_l^\dagger]=\frac1N\sum_j\Big(\delta_{kl}|0\rangle_j\langle0|_j-|l\rangle_j\langle k|_j\Big).
\]

In states with a fixed number of excitations this differs from \(\delta_{kl}\) by terms of order \(1/N\). The limit \(N\to\infty\) at fixed \(N/V\) thus gives bosons.

In the same limit \(A_0\) scales as \(1/\sqrt N\). The ground-to-excited part of \(\sum_jP_j\) carries a factor \(\sqrt N\), so its coupling stays finite. The part between excited states, \(\sum_jP_{kl}|k\rangle_j\langle l|_j\), has matrix elements set by the number of excitations. Multiplied by \(A_0\), it falls as \(1/\sqrt N\) and drops out at leading order. What remains is

\[
\frac{e}{m}A_0\sqrt N\,(a+a^\dagger)\sum_k\left(P_{k0}b_k^\dagger+P_{0k}b_k\right).
\]

The phase of \(P_{k0}\) can be absorbed into \(b_k^\dagger\), and the opposite phase into \(b_k\), without changing the commutators. Hence

\[
\frac H\hbar=\omega_ca^\dagger a+\sum_k\omega_kb_k^\dagger b_k+(a+a^\dagger)\sum_kG_k(b_k+b_k^\dagger)+D(a+a^\dagger)^2,
\]

\[
G_k=\frac{\sqrt N\,eA_0|P_{k0}|}{m\hbar},
\]

up to a constant. This is the Hopfield Hamiltonian for one cavity mode. Transitions with \(G_k=0\) are decoupled and are left out from here on.

## The sum rule fixes \(D\)

The potential, including the electron repulsion, is a function of coordinates and commutes with \(X\). Only the kinetic energy contributes to the commutator:

\[
[X,h]=\frac{i\hbar}{m}P .
\]

Its matrix element between \(\langle k|\) and \(|0\rangle\) is

\[
-\hbar\omega_kX_{k0}=\frac{i\hbar}{m}P_{k0}
\quad\Longrightarrow\quad P_{k0}=im\omega_kX_{k0}.
\]

Now take a second commutator. Since \([X,P]=i\hbar n_e\),

\[
[X,[X,h]]=\frac{i\hbar}{m}[X,P]=-\frac{\hbar^2n_e}{m}.
\]

With \(h|0\rangle=E_0|0\rangle\), the ground-state expectation value of the left side is

\[
\langle0|X^2h-2XhX+hX^2|0\rangle
=2E_0\langle0|X^2|0\rangle-2\langle0|XhX|0\rangle
=-2\sum_k\hbar\omega_k|X_{k0}|^2 .
\]

The last equality inserts a complete set of states; \(|0\rangle\) itself contributes nothing. Equating the two results,

\[
\sum_k\frac{2m\omega_k|X_{k0}|^2}{\hbar}=n_e .
\]

This is the Thomas-Reiche-Kuhn sum rule. Define the strength per electron as

\[
f_k=\frac{2m\omega_k|X_{k0}|^2}{\hbar n_e},\qquad \sum_kf_k=1 .
\]

If the spectrum has a continuum, the sum includes an integral over it. Substituting \(|P_{k0}|=m\omega_k|X_{k0}|\) into the coupling gives

\[
G_k^2=\frac{Ne^2A_0^2\omega_k^2|X_{k0}|^2}{\hbar^2}
=\frac{Nn_ee^2A_0^2}{2m\hbar}\,f_k\omega_k=Df_k\omega_k .
\]

Dividing by \(\omega_k\) and summing yields \(\sum_kG_k^2/\omega_k=D\). Every term is nonnegative, so keeping one of them gives \(D\ge G_1^2/\omega_1\). Equality requires that the first transition carry all the oscillator strength.

## The energy as a sum of squares

Introduce oscillator coordinates and momenta with unit mass,

\[
q=\frac{a+a^\dagger}{\sqrt{2\omega_c}},\qquad
\pi=i\sqrt{\frac{\omega_c}{2}}\,(a^\dagger-a),
\]

and likewise \(y_k,\pi_k\) for \(b_k\), with \(\omega_k\) in place of \(\omega_c\). Then \([q,\pi]=i\) and \(\omega_ca^\dagger a=\tfrac12(\pi^2+\omega_c^2q^2)-\tfrac12\omega_c\). The other terms become

\[
D(a+a^\dagger)^2=2D\omega_cq^2=\tfrac12\omega_p^2q^2,
\]

\[
G_k(a+a^\dagger)(b_k+b_k^\dagger)=2G_k\sqrt{\omega_c\omega_k}\,qy_k=\omega_p\sqrt{f_k}\,\omega_kqy_k .
\]

The last step uses \(G_k=\sqrt{Df_k\omega_k}\) and \(2\sqrt{D\omega_c}=\omega_p\). Up to a constant,

\[
\frac H\hbar=\frac12\Big(\pi^2+\sum_k\pi_k^2\Big)+\frac12Q,
\]

\[
Q=(\omega_c^2+\omega_p^2)q^2+\sum_k\omega_k^2y_k^2+2\omega_pq\sum_k\sqrt{f_k}\,\omega_ky_k .
\]

Because \(\sum_kf_k=1\), the term \(\omega_p^2q^2\) equals \(\sum_k\omega_p^2f_kq^2\). It is just what is needed to complete every square:

\[
Q=\omega_c^2q^2+\sum_kz_k^2,\qquad z_k=\omega_ky_k+\omega_p\sqrt{f_k}\,q .
\]

All masses are one, so the squared polariton frequencies are the eigenvalues of \(Q\). The molecules can relax and cancel the whole \(A^2\) energy, but they cannot cancel the bare cavity stiffness \(\omega_c^2\).

## The bound on the lower polariton

The lowest eigenvalue is the minimum of a ratio, now with \(q\) and \(y_k\) as real numbers:

\[
\Omega_-^2=\min\frac{Q}{q^2+\sum_ky_k^2}.
\]

For a continuous spectrum, minimum is replaced by infimum. A lower bound follows from limiting the denominator for given \(Q\). Write \(|y|\) and \(|z|\) for the lengths of the vectors with components \(y_k\) and \(z_k\), and set

\[
s^2=\omega_p^2\sum_k\frac{f_k}{\omega_k^2}=\varepsilon(0)-1 .
\]

From \(y_k=z_k/\omega_k-\omega_p\sqrt{f_k}\,q/\omega_k\), the triangle inequality and \(\omega_k\ge\omega_1\),

\[
|y|\le\frac{|z|}{\omega_1}+s|q|
=\frac1{\omega_1}|z|+\frac s{\omega_c}\,\omega_c|q| .
\]

The Cauchy-Schwarz inequality for the two products gives

\[
|y|^2\le\left(\frac1{\omega_1^2}+\frac{s^2}{\omega_c^2}\right)\left(|z|^2+\omega_c^2q^2\right)
=\left(\frac1{\omega_1^2}+\frac{s^2}{\omega_c^2}\right)Q .
\]

Also \(q^2\le Q/\omega_c^2\). Adding the two inequalities,

\[
q^2+|y|^2\le\left(\frac1{\omega_1^2}+\frac{1+s^2}{\omega_c^2}\right)Q .
\]

Since \(1+s^2=\varepsilon(0)\), this is the boxed bound. It is finite because \(s^2\le\omega_p^2/\omega_1^2\).

An upper bound comes from a trial vector with every \(z_k=0\), that is \(y_k=-\omega_p\sqrt{f_k}\,q/\omega_k\). Then \(Q=\omega_c^2q^2\) and \(q^2+|y|^2=\varepsilon(0)q^2\), so

\[
\Omega_-\le\frac{\omega_c}{\sqrt{\varepsilon(0)}} .
\]

At high density \(\varepsilon(0)\) grows in proportion to \(\omega_p^2\), and the term \(1/\omega_1^2\) in the lower bound becomes negligible. Both bounds then give \(\Omega_-\simeq\omega_c/\sqrt{\varepsilon(0)}\). This is the sense in which zero is approached but not reached.

## The frequency equation

For discrete transitions, the eigenvalue equations of \(Q\) are

\[
(\omega_c^2+\omega_p^2-\Omega^2)q+\omega_p\sum_k\sqrt{f_k}\,\omega_ky_k=0,
\qquad
(\omega_k^2-\Omega^2)y_k+\omega_p\sqrt{f_k}\,\omega_kq=0 .
\]

For \(\Omega\ne\omega_k\), solve the second for \(y_k\) and insert it into the first:

\[
\omega_c^2+\omega_p^2-\Omega^2=\omega_p^2\sum_k\frac{f_k\omega_k^2}{\omega_k^2-\Omega^2}
=\omega_p^2+\omega_p^2\Omega^2\sum_k\frac{f_k}{\omega_k^2-\Omega^2}.
\]

The second equality uses \(\omega_k^2=(\omega_k^2-\Omega^2)+\Omega^2\) and the sum rule. The plasma terms cancel, leaving

\[
\Omega^2\varepsilon(\Omega)=\omega_c^2,\qquad
\varepsilon(\Omega)=1+\omega_p^2\sum_k\frac{f_k}{\omega_k^2-\Omega^2}.
\]

At \(\Omega=0\) the left side vanishes and the right side does not. The function \(\varepsilon\) is the dielectric function of this model; it contains no local-field correction, because the molecules do not act on each other directly.

## Keeping one transition

Suppose only \(k=1\) is kept, while \(D\) retains its full value. The two frequencies satisfy

\[
(\omega_c^2+4D\omega_c-\Omega^2)(\omega_1^2-\Omega^2)=4G_1^2\omega_c\omega_1 .
\]

The constant term of this quadratic in \(\Omega^2\) is the product of its roots:

\[
\Omega_+^2\Omega_-^2=\omega_1^2\left[\omega_c^2+4\omega_c\left(D-\frac{G_1^2}{\omega_1}\right)\right]\ge\omega_1^2\omega_c^2 .
\]

This shows directly how the lower bound on \(D\) protects the mode. Using \(D-G_1^2/\omega_1=D(1-f_1)\), the bracket is \(\omega_c^2+\omega_p^2(1-f_1)\). The sum of the roots is \(\omega_c^2+\omega_p^2+\omega_1^2\), and at high density it is dominated by \(\Omega_+^2\). Dividing product by sum gives, for \(f_1<1\),

\[
\Omega_-\to\omega_1\sqrt{1-f_1}\qquad(\omega_p\to\infty).
\]

Keeping one transition means setting the other \(y_k\) to zero in the minimization, which can only raise the minimum. The nonzero limit is therefore a feature of the truncation. With all transitions the frequency continues towards zero as described above.

## What happens without the \(A^2\) term

Dropping \(A^2\) subtracts \(\omega_p^2q^2\) from \(Q\):

\[
Q_{\text{no }A^2}=(\omega_c^2-\omega_p^2)q^2+\sum_kz_k^2 .
\]

Choosing \(z_k=0\) shows that this form becomes negative once \(\omega_p>\omega_c\). With one transition the first coefficient is \(\omega_c^2-f_1\omega_p^2\), and the threshold moves to \(\omega_p=\omega_c/\sqrt{f_1}\). Within the stated assumptions these instabilities are false, because they come from discarding part of \((p+eA)^2\).

## A jump to a finite static field

A positive lowest frequency establishes stability against small displacements. A different argument covers large ones at zero temperature and in mean field. For a static uniform field \(A\), let \(U=e^{-ieAX/\hbar}\). Then \(UpU^\dagger=p+eA\), while a local potential is unchanged, so

\[
h(A)=Uh(0)U^\dagger .
\]

The molecular ground energy \(E_0\) does not depend on \(A\). Take a product of a coherent field state of amplitude \(\alpha\) and identical molecular states. Its lowest energy is

\[
E(\alpha)=\hbar\omega_c|\alpha|^2+NE_0+\hbar D,
\]

where \(\hbar D\) comes from the vacuum fluctuation of \(A^2\). The minimum is at \(\alpha=0\), so no distant minimum with a static field can take over.

If the molecule is cut to a few levels but the full \(A^2\) term is kept, its energy in the field is a minimum over fewer states. It cannot fall below \(E_0\). Such a cut therefore does not create a mean-field instability.

## Worked example

One electron per molecule moves along the field in the tilted double well

\[
v(\xi)=\tfrac14\xi^4-\xi^2+0.3\,\xi,\qquad \xi=x/L,\quad L=1\ \text{nm},
\]

with energies in units of \(\hbar^2/(mL^2)=76.2\) meV. These are round model parameters. Take \(\hbar\omega_c=60\) meV and a density of \(3\times10^{18}\ \text{cm}^{-3}\). Frequencies and couplings below are quoted as energies.

Diagonalization gives a first transition at 53.51 meV with \(f_1=0.4959\) and a second at 130.65 meV with \(f_2=0.3571\). The plasma energy is 64.32 meV. Hence

\[
D=\frac{64.32^2}{4\times60}=17.24\ \text{meV},\qquad
\frac{G_1^2}{\omega_1}=f_1D=0.4959\times17.24=8.55\ \text{meV}.
\]

The first transition accounts for about half of \(D\); the sum over all transitions restores 17.24 meV. With \(\varepsilon(0)=1.814\), the bounds are

\[
\left(\frac1{53.51^2}+\frac{1.814}{60^2}\right)^{-1/2}=34.2\ \text{meV},
\qquad \frac{60}{\sqrt{1.814}}=44.5\ \text{meV}.
\]

The computed lower polariton lies between them at 37.72 meV, or 9.12 THz. Keeping one transition gives 43.16 meV. Without \(A^2\), the lowest squared energy is \(-308\ \text{meV}^2\): the density exceeds the false threshold of \(2.61\times10^{18}\ \text{cm}^{-3}\), where the plasma energy equals 60 meV.

With \(A^2\) included, the density dependence is as follows (energies in meV):

| Density (cm⁻³) | Lower bound | \(\Omega_-\) | Upper bound | One transition |
|---|---|---|---|---|
| \(10^{18}\) | 37.7 | 44.5 | 53.2 | 46.5 |
| \(10^{19}\) | 26.9 | 27.9 | 31.1 | 40.3 |
| \(3\times10^{19}\) | 18.6 | 18.8 | 19.8 | 38.9 |

The table illustrates the model and is not a prediction for a real sample. Leaving out dipole-dipole forces requires \((\varepsilon(0)-1)/3\ll1\), and this number is 0.27 at \(3\times10^{18}\), 0.90 at \(10^{19}\) and 2.7 at \(3\times10^{19}\ \text{cm}^{-3}\). For aligned point dipoles on a simple cubic lattice, the Lorentz local field replaces \(\varepsilon-1\) by \((\varepsilon-1)/[1-(\varepsilon-1)/3]\). This lowers 37.7 meV to about 33 meV and makes the mode unstable above about \(1.1\times10^{19}\ \text{cm}^{-3}\). At the highest density the spacing, 3.2 nm, is also smaller than the extent of the ground state, about 4 nm.

Over the densities in the table, the bounds close in on the polariton as the density rises. The one-transition value instead approaches its limit \(53.51\sqrt{1-0.4959}=37.99\) meV, and at the highest density shown it is about twice the full result.

The boson limit was also tested with finite ensembles of three-level molecules. Their gaps are 39.47, 39.52 and 39.56 meV for \(N=8,16,32\), against 39.62 meV for the corresponding two-transition polariton. The difference shrinks with \(N\), though more slowly than \(1/N\) over this range. The numerical check also checks the sum rule, the bounds and the static-field argument numerically. Its test with two repelling electrons evaluates the total \(\sum_k2m\omega_k|X_{k0}|^2/\hbar\), which equals \(n_e=2\), not the sum of the strengths per electron.

## Where the theorem stops

The proof uses each assumption in an identifiable place.

- **Local potential.** A nonlocal potential does not commute with \(X\). For instance, add to the example the attractive nonlocal term \(-|g\rangle\langle g|\), in units of \(\hbar^2/(mL^2)\), where \(g(\xi)\propto e^{-\xi^2}\) is normalized. The sum of strengths then changes from 1 to 1.61. This sum is built from \(X_{k0}\). The relation \(P_{k0}=im\omega_kX_{k0}\) no longer holds, so the sum does not measure the couplings: with \(G_k\) built from \(P_{k0}\), this example gives \(\sum_kG_k^2/\omega_k\approx0.66\,D\), below \(D\), and the value 1.61 does not signal an instability. Such a potential also changes under \(U\), so it brings its own field dependence, and the coupling and the coefficient \(D\) used here are no longer complete. If the nonlocal term is coupled to the field through \(U\) as well, the ground energy is again independent of a static \(A\).
- **Uniform field.** The phase \(U\) removes a constant \(A\). A field that varies in space can have a curl, which means a magnetic field, and that cannot be removed by a phase.
- **No direct intermolecular forces.** Such forces depend on the electron coordinates. Since \(P_{k0}=im\omega_kX_{k0}\) and the phase of \(P_{k0}\) was absorbed into \(b_k^\dagger\), the variable \(y_k\) represents the collective momentum \(\sum_jP_j\), while the collective dipole \(\sum_jX_j\) is represented by \(\pi_k\). Dipole-dipole forces would therefore add terms in \(\pi_k\pi_l\), and similar terms for the non-symmetric combinations of molecules. These change the part of \(H\) that was taken to have unit masses, and the sum of squares in \(Q\) does not control their sign. The theorem makes no statement about instabilities they may drive.
- **Consistent coefficients.** If \(D\) and \(G_k\) are treated as free parameters of an effective model, the sum rule no longer links them. Stability then requires \(\omega_c+4\left(D-\sum_kG_k^2/\omega_k\right)>0\), which has to be checked for the system that the model represents.

## Numbers as computed

```
energy unit hbar^2/(m L^2), L = 1 nm: 76.200 meV
cavity energy: 60.0 meV
transition 1: energy 53.506 meV, strength f = 0.49588
transition 2: energy 130.645 meV, strength f = 0.35708
transition 3: energy 226.213 meV, strength f = 0.13107
sum of f, one electron: 1.00000000
sum of f, two repelling electrons: 2.000000
sum of f with nonlocal potential: 1.6139
largest ground-energy shift in static A: 6.0e-13 meV
main density: 3.0e+18 cm^-3
plasma energy: 64.316 meV
A^2 coefficient D: 17.2355 meV
coupling G_1: 21.3847 meV
G_1^2/w_1: 8.5468 meV
sum of G_k^2/w_k: 17.2355 meV
static eps(0): 1.8141
lower polariton, all transitions: 37.7201 meV
  same in THz: 9.1207 THz
  from commutator matrix: 37.7201 meV
  from secular equation: 37.7201 meV
lower polariton, one transition: 43.1633 meV
  from Fock-space diagonalization: 43.1633 meV
one-transition limit at high density: 37.9900 meV
lowest squared energy without A^2: -307.82 meV^2
false critical density, all transitions: 2.6109e+18 cm^-3
  its plasma energy: 60.000 meV
false critical density, one transition: 5.2651e+18 cm^-3
  its plasma energy: 85.205 meV
density scan, with A^2; energies in meV, density in cm^-3
density   plasma   lower bound  polariton  upper bound  one trans.
1.0e+17   11.742    39.6959    51.6302    59.2021    51.7511
1.0e+18   37.133    37.7303    44.5426    53.2124    46.5488
3.0e+18   64.316    34.2348    37.7201    44.5466    43.1633
1.0e+19  117.424    26.9102    27.9114    31.1344    40.2666
3.0e+19  203.385    18.6061    18.8132    19.8446    38.8777
two-transition polariton, N to infinity: 39.6170 meV
three-level ensemble gap, N = 8: 39.4697 meV
three-level ensemble gap, N = 16: 39.5171 meV
three-level ensemble gap, N = 32: 39.5601 meV
gap extrapolated from N = 16 and 32: 39.6030 meV
```
